# Signed g values of cubic Kramers doublets in Yb3+, Co2+ and Ir4+: a numerical check

```python
"""Isotropic g values of cubic Kramers doublets.

Result under test (g_s = 2): Yb3+ Gamma7 +24/7, Gamma6 -8/3;
weak-field octahedral Co2+ +13/3; t2g^5 Ir4+ -2.
Convention: magnetic moment = -mu_B M, M = L + g_s S, and M = g * S_eff
inside a doublet. The sign follows from [Mx, My] = i g Mz.
zeta: one-electron spin-orbit constant; tenDq: e_g - t2g splitting;
B, C: Racah parameters; A4, A6: cubic field strengths for f electrons.
alpha: factor in L = alpha * l for an orbital triplet with l = 1.
All energies are in cm^-1. Many-electron states are built from determinants.
"""
from itertools import combinations
import numpy as np
from scipy import constants as const
from sympy.physics.wigner import gaunt

MU_B = const.physical_constants["Bohr magneton"][0]
MU_B_CM = MU_B / (const.h * const.c * 100.0)
G_FREE = abs(const.physical_constants["electron g factor"][0])


def angular_momentum(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return np.array([(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)])


def lift(one_electron, n_electrons):
    """Matrix of a one-electron operator between n-electron determinants."""
    size = len(one_electron)
    dets = [sum(1 << p for p in occ)
            for occ in combinations(range(size), n_electrons)]
    index = {d: i for i, d in enumerate(dets)}
    result = np.zeros((len(dets), len(dets)), complex)
    for p, q in np.argwhere(np.abs(one_electron) > 1e-14):
        p, q = int(p), int(q)
        for col, det in enumerate(dets):
            if not (det >> q) & 1:
                continue
            rest = det ^ (1 << q)
            if (rest >> p) & 1:
                continue
            swaps = (bin(det & ((1 << q) - 1)).count("1")
                     + bin(rest & ((1 << p) - 1)).count("1"))
            row = index[rest | (1 << p)]
            result[row, col] += (-1) ** swaps * one_electron[p, q]
    return result


def tensor(l, k, q):
    """Renormalized spherical harmonic C(k,q) in one l shell, with spin."""
    mat = np.zeros((2 * l + 1, 2 * l + 1))
    for col, m in enumerate(range(l, -l - 1, -1)):
        m_new = m + q
        if abs(m_new) <= l:
            mat[l - m_new, col] = ((-1) ** m_new
                                   * np.sqrt(4 * np.pi / (2 * k + 1))
                                   * float(gaunt(l, k, l, -m_new, q, m)))
    return np.kron(mat, np.eye(2))


def build_shell(l, n):
    orb = [np.kron(a, np.eye(2)) for a in angular_momentum(l)]
    spin = [np.kron(np.eye(2 * l + 1), a) for a in angular_momentum(0.5)]
    ops = {"L": np.array([lift(a, n) for a in orb]),
           "S": np.array([lift(a, n) for a in spin]),
           "so": lift(sum(a @ b for a, b in zip(orb, spin)), n)}
    v4 = tensor(l, 4, 0) + np.sqrt(5 / 14) * (tensor(l, 4, 4)
                                              + tensor(l, 4, -4))
    ops["V4"] = lift(v4, n)
    if l == 3:
        v6 = tensor(l, 6, 0) - np.sqrt(7 / 2) * (tensor(l, 6, 4)
                                                 + tensor(l, 6, -4))
        ops["V6"] = lift(v6, n)
    else:
        # Electron repulsion up to a constant for fixed electron number.
        for k in (2, 4):
            parts = [lift(tensor(l, k, q), n) for q in range(-k, k + 1)]
            ops["W%d" % k] = sum(t.conj().T @ t for t in parts) / 2
    ops["M"] = ops["L"] + 2 * ops["S"]
    return ops


def d_hamiltonian(ops, ten_dq, zeta, racah_b, racah_c):
    f2 = 49 * racah_b + 7 * racah_c
    f4 = 12.6 * racah_c
    return (2.1 * ten_dq * ops["V4"] + zeta * ops["so"]
            + f2 * ops["W2"] + f4 * ops["W4"])


def signed_factor(vector_op, states):
    """Factor f in V = f * (angular momentum), from the commutator."""
    x, y, z = [states.conj().T @ a @ states for a in vector_op]
    return (np.trace((x @ y - y @ x) @ z) / (1j * np.trace(z @ z))).real


def doublet_g(energies, vectors, moment, first=0):
    """Signed g of an isolated doublet; tests isotropy and handedness."""
    inner = energies[first + 1] - energies[first]
    outer = energies[first + 2] - energies[first + 1]
    if first:
        outer = min(outer, energies[first] - energies[first - 1])
    assert abs(inner) < 1e-3 * outer
    states = vectors[:, first:first + 2]
    g = signed_factor(moment, states)
    m = [states.conj().T @ a @ states for a in moment]
    gram = np.array([[2 * np.trace(a @ b).real for b in m] for a in m])
    assert np.allclose(gram, g * g * np.eye(3), atol=1e-4)
    _, basis = np.linalg.eigh(m[2])
    low, high = basis[:, 0], basis[:, 1]
    plus = abs(high.conj() @ (m[0] + 1j * m[1]) @ low)
    minus = abs(high.conj() @ (m[0] - 1j * m[1]) @ low)
    driven, silent = (plus, minus) if g > 0 else (minus, plus)
    assert abs(driven - abs(g)) < 1e-4 and silent < 1e-4
    return g


def zeeman_g(hamiltonian, moment, field=0.1):
    """|g| from the level splitting in an oblique field (tesla)."""
    direction = np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
    zeeman = MU_B_CM * field * np.tensordot(direction, moment, axes=1)
    e = np.linalg.eigvalsh(hamiltonian + zeeman)
    return (e[1] - e[0]) / (MU_B_CM * field)


def coupling_factors(l, s, j):
    """p_L, p_S in L = p_L J, S = p_S J, from explicit coupled states."""
    a = [np.kron(x, np.eye(int(2 * s + 1))) for x in angular_momentum(l)]
    b = [np.kron(np.eye(int(2 * l + 1)), x) for x in angular_momentum(s)]
    total = [x + y for x, y in zip(a, b)]
    e, u = np.linalg.eigh(sum(x @ x for x in total))
    u = u[:, np.abs(e - j * (j + 1)) < 1e-8]
    az, bz, jz = [u.conj().T @ x @ u for x in (a[2], b[2], total[2])]
    norm = np.trace(jz @ jz).real
    p_l, p_s = np.trace(az @ jz).real / norm, np.trace(bz @ jz).real / norm
    formula = (j * (j + 1) + s * (s + 1) - l * (l + 1)) / (2 * j * (j + 1))
    assert abs(p_s - formula) < 1e-10 and abs(p_l + formula - 1) < 1e-10
    return p_l, p_s


# Cubic levels of J = 7/2 and the hand-derived doublet vectors
J = angular_momentum(3.5)
quartic = sum(np.linalg.matrix_power(a, 4) for a in J)
quartic = quartic - np.trace(quartic) / 8 * np.eye(8)
levels, cubic_states = np.linalg.eigh(quartic)
assert np.allclose(levels, [-54, -54, 6, 6, 6, 6, 42, 42])
vec6, vec7 = np.zeros(8), np.zeros(8)
vec6[0], vec6[4] = np.sqrt(5 / 12), np.sqrt(7 / 12)
vec7[1], vec7[5] = np.sqrt(3) / 2, -0.5
assert np.allclose(quartic @ vec6, 42 * vec6)
assert np.allclose(quartic @ vec7, -54 * vec7)
factor7 = signed_factor(J, cubic_states[:, :2])
factor6 = signed_factor(J, cubic_states[:, 6:])
assert abs(factor7 - 3) < 1e-10 and abs(factor6 + 7 / 3) < 1e-10

# Ideal values from vector coupling
yb_l, yb_s = coupling_factors(3, 0.5, 3.5)
co_l, co_s = coupling_factors(1, 1.5, 0.5)
ir_l, ir_s = coupling_factors(1, 0.5, 0.5)


def ideal_values(gs):
    lande = yb_l + gs * yb_s
    return np.array([factor7 * lande, factor6 * lande,
                     -1.5 * co_l + gs * co_s, -ir_l + gs * ir_s])


ideal = ideal_values(2.0)
ideal_free = ideal_values(G_FREE)
assert np.allclose(ideal, [24 / 7, -8 / 3, 13 / 3, -2])

# Yb3+: thirteen f electrons
f13 = build_shell(3, 13)
yb_zeta, yb_a4, yb_a6 = 3000.0, 2000.0, 200.0


def yb_model(a4, a6):
    h = yb_zeta * f13["so"] + a4 * f13["V4"] + a6 * f13["V6"]
    return (h,) + tuple(np.linalg.eigh(h))


h_oct, e_oct, u_oct = yb_model(yb_a4, yb_a6)
h_cube, e_cube, u_cube = yb_model(-yb_a4, yb_a6)
g6_oct = doublet_g(e_oct, u_oct, f13["M"])
g7_oct = doublet_g(e_oct, u_oct, f13["M"], 6)
g7_cube = doublet_g(e_cube, u_cube, f13["M"])
g6_cube = doublet_g(e_cube, u_cube, f13["M"], 6)
assert abs(g6_oct + 8 / 3) < 1e-8 and abs(g6_cube + 8 / 3) < 1e-8
# Residual J mixing is of order field / spin-orbit splitting.
_, e_weak, u_weak = yb_model(1e-3 * yb_a4, 1e-3 * yb_a6)
g7_weak = doublet_g(e_weak, u_weak, f13["M"], 6)
assert abs(g7_weak - 24 / 7) < 5e-4

# Co2+: seven d electrons with repulsion
d7 = build_shell(2, 7)
free = np.linalg.eigvalsh(d_hamiltonian(d7, 0, 0, 1000.0, 4500.0))
assert np.sum(np.abs(free - free[0]) < 1e-5) == 28
assert np.sum(np.abs(free - free[0] - 15000.0) < 1e-5) == 12


def co_alpha(ten_dq, racah_b, racah_c):
    e, u = np.linalg.eigh(d_hamiltonian(d7, ten_dq, 0, racah_b, racah_c))
    assert e[11] - e[0] < 1e-5 and e[12] - e[11] > 1.0
    return signed_factor(d7["L"], u[:, :12])


co_b, co_c, co_dq, co_zeta = 1000.0, 4500.0, 9000.0, 500.0
alpha_weak = co_alpha(100.0, co_b, co_c)
assert abs(alpha_weak + 1.5) < 1e-3
# Remaining deviation is of order spin-orbit / ligand field.
e_lim, u_lim = np.linalg.eigh(d_hamiltonian(d7, 100.0, 0.01, co_b, co_c))
g_co_weak = doublet_g(e_lim, u_lim, d7["M"])
assert abs(g_co_weak - 13 / 3) < 1e-3
alpha_co = co_alpha(co_dq, co_b, co_c)
g_co_first = (10 - 2 * alpha_co) / 3
e_small, u_small = np.linalg.eigh(d_hamiltonian(d7, co_dq, 0.01, co_b, co_c))
assert abs(doublet_g(e_small, u_small, d7["M"]) - g_co_first) < 1e-4
h_co = d_hamiltonian(d7, co_dq, co_zeta, co_b, co_c)
e_co, u_co = np.linalg.eigh(h_co)
g_co = doublet_g(e_co, u_co, d7["M"])

# Ir4+: five d electrons, first without and then with repulsion
d1 = build_shell(2, 1)
e_d1, u_d1 = np.linalg.eigh(2.1 * d1["V4"])
assert np.allclose(e_d1[6:] - e_d1[0], 1.0)
alpha_t2g = signed_factor(d1["L"], u_d1[:, :6])
assert abs(alpha_t2g + 1) < 1e-10
d5 = build_shell(2, 5)
ir_b, ir_c, ir_dq, ir_zeta = 400.0, 1600.0, 25000.0, 3500.0
e_bare, u_bare = np.linalg.eigh(d_hamiltonian(d5, ir_dq, ir_zeta, 0, 0))
g_ir_bare = doublet_g(e_bare, u_bare, d5["M"])
assert abs(g_ir_bare + 2) < 1e-8
h_ir = d_hamiltonian(d5, ir_dq, ir_zeta, ir_b, ir_c)
e_ir, u_ir = np.linalg.eigh(h_ir)
g_ir = doublet_g(e_ir, u_ir, d5["M"])
# Configuration mixing must vanish for a very large ligand field.
e_big, u_big = np.linalg.eigh(
    d_hamiltonian(d5, 1e4 * ir_dq, ir_zeta, ir_b, ir_c))
g_ir_big = doublet_g(e_big, u_big, d5["M"])
assert abs(g_ir_big + 2) < 1e-3

# Direct Zeeman splittings of the four ground doublets
split = [zeeman_g(h_cube, f13["M"]), zeeman_g(h_oct, f13["M"]),
         zeeman_g(h_co, d7["M"]), zeeman_g(h_ir, d5["M"])]
for direct, projected in zip(split, [g7_cube, g6_oct, g_co, g_ir]):
    assert abs(direct - abs(projected)) < 2e-4

frequency = 9.5e9
names = ["Yb Gamma7", "Yb Gamma6", "Co", "Ir"]
print(f"Bohr magneton: {MU_B_CM:.6f} cm^-1/T; free g_s: {G_FREE:.6f}")
print(f"Yb coupling p_L, p_S: {yb_l:.6f}, {yb_s:.6f}")
print(f"Yb Lande factor (g_s=2): {yb_l + 2 * yb_s:.6f}")
print(f"J=7/2 factors Gamma7, Gamma6: {factor7:.6f}, {factor6:.6f}")
print(f"Co coupling p_l, p_S: {co_l:.6f}, {co_s:.6f}")
print(f"Ir coupling p_l, p_s: {ir_l:.6f}, {ir_s:.6f}")
print(f"EPR frequency: {frequency / 1e9:.1f} GHz")
for name, g, gf in zip(names, ideal, ideal_free):
    b_res = const.h * frequency / (abs(g) * MU_B) * 1000
    print(f"{name}: ideal g {g:.5f}; free-g_s g {gf:.5f}; "
          f"field {b_res:.1f} mT")
print(f"Yb zeta, |A4|, A6: {yb_zeta:.0f}, {yb_a4:.0f}, {yb_a6:.0f} cm^-1")
for name, e in [("octahedron", e_oct), ("cube", e_cube)]:
    print(f"Yb {name} levels above ground: {e[2] - e[0]:.1f}, "
          f"{e[6] - e[0]:.1f}, {e[8] - e[0]:.1f} cm^-1")
print(f"Yb octahedron g: ground Gamma6 {g6_oct:.5f}, Gamma7 {g7_oct:.5f}")
print(f"Yb cube g: ground Gamma7 {g7_cube:.5f}, Gamma6 {g6_cube:.5f}")
print(f"Yb Gamma7 g, field reduced 1000 times: {g7_weak:.5f}")
print(f"Co B, C, 10Dq, zeta: {co_b:.0f}, {co_c:.0f}, {co_dq:.0f}, "
      f"{co_zeta:.0f} cm^-1")
print(f"Co alpha in weak-field test: {alpha_weak:.5f}")
print(f"Co g in weak-field test: {g_co_weak:.5f}")
print(f"Co alpha at model parameters: {alpha_co:.5f}")
print(f"Co g from this alpha: {g_co_first:.5f}")
print(f"Co g, full d7 model: {g_co:.5f}")
print(f"Co change from finite spin-orbit coupling: {g_co - g_co_first:.5f}")
print(f"Co first excited level: {e_co[2] - e_co[0]:.1f} cm^-1")
print(f"Ir B, C, 10Dq, zeta: {ir_b:.0f}, {ir_c:.0f}, {ir_dq:.0f}, "
      f"{ir_zeta:.0f} cm^-1")
print(f"t2g alpha: {alpha_t2g:.5f}")
print(f"Ir g without repulsion: {g_ir_bare:.5f}")
print(f"Ir g, full d5 model: {g_ir:.5f}")
print(f"Ir g, 10Dq increased 10000 times: {g_ir_big:.5f}")
print(f"Ir first excited level: {e_ir[2] - e_ir[0]:.1f} cm^-1")
for name, value in zip(names, split):
    print(f"{name}: |g| from splitting at 0.1 T: {value:.5f}")
print("all tests passed")
```

Printed output:

```
Bohr magneton: 0.466864 cm^-1/T; free g_s: 2.002319
Yb coupling p_L, p_S: 0.857143, 0.142857
Yb Lande factor (g_s=2): 1.142857
J=7/2 factors Gamma7, Gamma6: 3.000000, -2.333333
Co coupling p_l, p_S: -0.666667, 1.666667
Ir coupling p_l, p_s: 1.333333, -0.333333
EPR frequency: 9.5 GHz
Yb Gamma7: ideal g 3.42857; free-g_s g 3.42957; field 198.0 mT
Yb Gamma6: ideal g -2.66667; free-g_s g -2.66744; field 254.5 mT
Co: ideal g 4.33333; free-g_s g 4.33720; field 156.6 mT
Ir: ideal g -2.00000; free-g_s g -2.00077; field 339.4 mT
Yb zeta, |A4|, A6: 3000, 2000, 200 cm^-1
Yb octahedron levels above ground: 387.2, 845.9, 10728.2 cm^-1
Yb cube levels above ground: 596.8, 827.3, 10644.2 cm^-1
Yb octahedron g: ground Gamma6 -2.66667, Gamma7 3.40110
Yb cube g: ground Gamma7 3.47101, Gamma6 -2.66667
Yb Gamma7 g, field reduced 1000 times: 3.42855
Co B, C, 10Dq, zeta: 1000, 4500, 9000, 500 cm^-1
Co alpha in weak-field test: -1.49998
Co g in weak-field test: 4.33363
Co alpha at model parameters: -1.42874
Co g from this alpha: 4.28583
Co g, full d7 model: 4.43197
Co change from finite spin-orbit coupling: 0.14614
Co first excited level: 336.1 cm^-1
Ir B, C, 10Dq, zeta: 400, 1600, 25000, 3500 cm^-1
t2g alpha: -1.00000
Ir g without repulsion: -2.00000
Ir g, full d5 model: -2.15921
Ir g, 10Dq increased 10000 times: -2.00003
Ir first excited level: 6626.1 cm^-1
Yb Gamma7: |g| from splitting at 0.1 T: 3.47101
Yb Gamma6: |g| from splitting at 0.1 T: 2.66667
Co: |g| from splitting at 0.1 T: 4.43197
Ir: |g| from splitting at 0.1 T: 2.15921
all tests passed
```
